# Counting the interstitials in an extrinsic Frank loop in silicon

## The problem

Silicon is implanted and annealed. Some of the excess silicon interstitials, atoms beyond those that fill the lattice sites of the perfect crystal, collect into extrinsic Frank loops. Such a loop is a flat disc of extra material between two {111} planes of the crystal, in whose interior the atoms ideally keep the bond lengths and bond angles of the bulk. Its rim is a dislocation whose Burgers vector is normal to the disc. Inside the rim, the crystal on one side is displaced from the other along the normal, with no sideways displacement.

Take a circular loop of radius $r=10$ nm, measured in the plane of the loop. The cubic lattice constant is $a=0.54310$ nm.

1. How many extra atoms does the loop contain per unit of its own area, and how many altogether?
2. A wafer contains $n=2\times10^{10}$ such loops per square centimetre of its surface. What interstitial dose do they store?
3. How far can the answers be trusted when the radius comes from a plan-view image of a (001) wafer, and when the loops are not all equal?

The loop is taken to be flat, completely filled and made of silicon alone. The lattice constant is that of unstrained silicon near room temperature. This neglects the elastic strain that a finite loop produces in its own interior; in isotropic elasticity with a Poisson ratio near 0.22, for $r=10$ nm, it compresses lengths in the plane by about 0.3% and areas by about 0.6% at the centre. The inward displacement grows logarithmically towards the rim, so the effect on the count depends on where the dislocation core is cut off; for a cutoff between 0.2 and 1 nm it raises the count at a given radius by roughly 1 to 1.5%. The algebra is geometry and contains no electronic constants, so it reads the same in atomic units; numbers are given in nanometres, and areal densities in cm$^{-2}$.

## A tempting solution

An edge dislocation is the border of an extra plane of atoms. A Frank loop should therefore be a disc cut from one {111} plane, and it remains to find how densely that plane is packed.

The diamond lattice consists of two face-centred cubic lattices, one displaced from the other by $(a/4)(1,1,1)$. In a (111) plane of either one, the shortest lattice vectors are of the type $(a/2)(1,-1,0)$. Their length is

$$
s=\frac a2\sqrt{1^2+(-1)^2}=\frac{a}{\sqrt2}=0.3840\ \text{nm}.
$$

They form a triangular net. Its unit cell is a rhombus with side $s$ and angle $60^\circ$, which contains one atom and has area

$$
s^2\sin60^\circ=\frac{\sqrt3}{2}\,\frac{a^2}{2}=\frac{\sqrt3\,a^2}{4}.
$$

The density of one plane is the inverse of this area,

$$
\sigma_1=\frac{4}{\sqrt3\,a^2}=7.83\times10^{14}\ \text{cm}^{-2},
$$

and the disc of area $\pi r^2=314.16$ nm$^2$ would contain $\pi r^2\sigma_1\approx2460$ atoms.

## Where it fails

The density of the plane is correct. The fault lies in the first sentence, which takes "an extra plane" to mean one sheet of atoms. In silicon, one sheet cannot be inserted as an undistorted triangular net so that every atom keeps its four bonds. To see why, we need the spacing of the sheets and the number of bonds between them.

Let $\mathbf n=(1,1,1)/\sqrt3$ be the plane normal. A point of the first face-centred lattice is $(a/2)(i,j,k)$, with integers whose sum is even. Its height along $\mathbf n$ is

$$
\frac a2\,\frac{i+j+k}{\sqrt3}.
$$

Since $i+j+k$ changes in steps of two, successive sheets of this lattice are separated by

$$
b=\frac{a}{\sqrt3}=0.3136\ \text{nm}.
$$

The second lattice is displaced in height by

$$
\frac a4(1,1,1)\cdot\mathbf n=\frac{3a}{4\sqrt3}=\frac{3b}{4}.
$$

The sheets therefore follow one another with alternating gaps of $3b/4$ and $b/4$.

Consider an atom of the first lattice. One neighbour is at $(a/4)(1,1,1)$, straight above it across the wide gap. The other three are at $(a/4)(1,-1,-1)$, $(a/4)(-1,1,-1)$ and $(a/4)(-1,-1,1)$. Each of these has height

$$
\frac a4\,\frac{1-1-1}{\sqrt3}=-\frac{a}{4\sqrt3}=-\frac b4,
$$

so they lie below it, across the narrow gap. All four bonds have length $\sqrt3\,a/4=0.2352$ nm. Each atom thus has one bond across a wide gap and three across a narrow one.

Now cut the crystal through a narrow gap, move the halves apart and insert $m$ complete sheets, each an undistorted triangular net like those of the crystal. Let bonds join adjacent sheets alone. The last sheet of the lower half has lost three bonds per atom, so it must form three with the first inserted sheet. The two sheets have equal densities, so the inserted atoms also have three bonds on that side. They need four in total, which leaves one for the next sheet. That sheet has one bond below and needs three above. Going up through the insertion, the numbers of bonds per atom across successive gaps must be

$$
3,\;1,\;3,\;1,\;\ldots
$$

There are $m+1$ such gaps. The first sheet of the upper half has also lost three bonds, so the last number must be 3. This requires $m+1$ to be odd, and hence $m$ to be even. A cut through a wide gap gives the sequence $1,3,1,\ldots$, which must end in 1, with the same conclusion. Under these assumptions one sheet is excluded, and the smallest possible insertion is two. The assumptions matter. If the inserted atoms leave the triangular net and join into zigzag chains, with two bonds along the chain, one down and one up, atoms at the density $\sigma_1$ can be fourfold in a wide-gap cut. The bond angles are then distorted, so such a defect is not a Frank loop in the sense defined above.

The argument concerns the interior of the loop. At the rim, where the extra sheets end, bonds may be stretched, broken or rearranged.

## The right solution

**The structure of the double layer.** Seen along the normal, the sheets occupy three lateral positions, called A, B and C. The two sheets on either side of a wide gap have the same letter, because the bond between them is vertical. One letter can therefore stand for such a pair, and the perfect crystal is the sequence ABCABC. Pairs that meet across a narrow gap must have different letters: each atom then sits over the centre of a triangle and forms three bonds.

Cut the narrow gap between a C pair and the A pair above it. Two inserted sheets must have the bond numbers 3, 1, 3. The middle 1 is a vertical bond, so both sheets have the same letter. The first 3 says that this letter is not C, and the last 3 says that it is not A. It is B, and the sequence becomes

$$
\text{ABC}\;\text{B}\;\text{ABC}.
$$

Every atom still has four neighbours at the bulk distance, but the order of the layers is wrong near the inserted B. This is the extrinsic stacking fault.

If the cut goes through the wide gap inside a C pair, the bond numbers are 1, 3, 1. The first inserted sheet must be C and the second must not be C. The vertical bond above the second then requires the upper half to begin with that other letter, although its first sheet was C. The upper half would have to move sideways, which the definition of a Frank loop excludes.

A direct search agrees with this reasoning. It placed sheets at positions A, B or C, with gaps of $b/4$ or $3b/4$, and counted neighbours at the bulk bond length. None of 72 one-sheet insertions kept all atoms fourfold coordinated, even with sideways shifts of the upper half allowed. Of 144 two-sheet insertions without such a shift, one did: the B pair found above.

**The opening and the Burgers vector.** The valid insertion replaces one narrow gap by three gaps, so the upper half rises by

$$
\left(\frac b4+\frac{3b}{4}+\frac b4\right)-\frac b4=b.
$$

As a vector, the displacement is

$$
b\,\mathbf n=\frac{a}{\sqrt3}\,\frac{(1,1,1)}{\sqrt3}=\frac a3(1,1,1).
$$

This is the Burgers vector of the Frank loop, up to the sign convention for the direction of the rim.

**The density.** Two sheets contain

$$
\sigma=2\sigma_1=\frac{8}{\sqrt3\,a^2}
$$

atoms per unit area. A volume argument gives the same result. The cubic cell has volume $a^3$ and contains eight atoms, so each atom occupies $\Omega=a^3/8=0.020024$ nm$^3$. Opening the crystal by $b$ over an area $S$ creates a volume $bS$. Filling it at the density of the bulk takes $bS/\Omega$ atoms, so that

$$
\sigma=\frac b\Omega=\frac{a}{\sqrt3}\,\frac{8}{a^3}=\frac{8}{\sqrt3\,a^2}.
$$

This locates the error of the tempting solution a second time: one sheet would fill half of the opening.

With the numbers inserted,

$$
\sigma=\frac{0.3136\ \text{nm}}{0.020024\ \text{nm}^3}=15.66\ \text{nm}^{-2}=1.57\times10^{15}\ \text{cm}^{-2}.
$$

**The number of atoms.** For the circular loop,

$$
N=\pi r^2\sigma=314.16\times15.659\approx4919.
$$

The loop contains about 4900 interstitials. Starting from the rounded density $1.57\times10^{15}$ cm$^{-2}$ gives 4932; the difference of 13 is rounding.

The formula treats the atoms as a continuous sheet, whereas a circle drawn on a lattice encloses a whole number of them. Atoms were therefore counted in discs of radius 10 nm and thickness one double layer, cut from the diamond lattice around 600 different centres. The mean was 4919.2, the standard deviation 4.7 and the range 4904 to 4930. At this radius the scatter is thus about 0.1% of the count. It varies irregularly with the radius, and for sampled radii between 9.9 and 10.1 nm the standard deviation reaches about 9 atoms, so 0.1 to 0.2% is the scale for a sharply cut circle of this size.

## Growth and the stored dose

Since $N$ is proportional to $r^2$, a larger loop needs more atoms for each further step in radius. From $r$ to $r+\Delta r$ it must take up

$$
\Delta N=\pi\sigma\left[(r+\Delta r)^2-r^2\right]
=2\pi r\sigma\,\Delta r+\pi\sigma(\Delta r)^2 .
$$

For growth from 10 to 11 nm, the first term is $2N\Delta r/r=984$ and the second is $N(\Delta r/r)^2=49$. Together they give 1033 atoms, and the mean lattice count over the 600 centres rises by the same amount. The linear term alone would be about 5% too small.

For the wafer, two areal densities must be kept apart. The density $\sigma$ counts atoms per unit area of a loop, while $n$ counts loops per unit area of wafer surface. The stored dose is

$$
D=nN=(2\times10^{10}\ \text{cm}^{-2})\times4919
\approx9.8\times10^{13}\ \text{cm}^{-2}.
$$

The same product can be written $D=(n\pi r^2)\sigma$. The bracket is the total loop area per wafer area. With $\pi r^2=3.14\times10^{-12}$ cm$^2$ it is 0.063, so the loops store about 6% of what a complete double layer of the wafer's area would hold.

This form also describes coarsening, in which large loops grow while small ones dissolve. The loops are then unequal, and $r^2$ must be read as the mean of their squared radii. If the loops as a whole exchange no atoms with the surface or with other defects, $D$ is constant and

$$
n r^2=\frac{D}{\pi\sigma}=\text{constant}.
$$

Doubling the root-mean-square radius from 10 to 20 nm then reduces the loop density by a factor of four, to $5\times10^9$ cm$^{-2}$. A fall in the number of loops is therefore no proof that interstitials have been released. For loops that stay circular and keep opening the crystal by $b$ on {111} planes, one must follow $nr^2$; if only their shape changes, the total loop area per wafer area takes its place. The relation says nothing about how fast the loops coarsen, which depends on their energies and on diffusion.

## Reading the radius from an image

**Tilt.** The surface normal of a (001) wafer is $\mathbf z=(0,0,1)$. The angle $\theta$ between it and the loop normal follows from

$$
\cos\theta=\mathbf n\cdot\mathbf z=\frac{1}{\sqrt3},\qquad \theta=54.74^\circ.
$$

The other three {111} orientations differ in the signs of the components of $\mathbf n$, so they have the same tilt. Viewed along $\mathbf z$, the circle becomes an ellipse. The diameter parallel to the surface keeps its length of 20 nm, and the one perpendicular to it is shortened by $\cos\theta$. The projected area is therefore

$$
S_{\text{proj}}=\pi r\,(r\cos\theta)=\frac{\pi r^2}{\sqrt3}=0.577\,\pi r^2 .
$$

Multiplying this area by $\sigma$ would give 2840 atoms, 42% below the correct count. The remedy is to take half of the long axis as $r$, or to divide the projected area by $\cos\theta$. The first requires that the loop is circular, and the second that its tilt to the viewing direction is known. If the specimen is tilted away from [001], $\theta$ can change by as much as the tilt angle, and $\cos\theta$ changes by the fraction $\tan\theta\,\Delta\theta=\sqrt2\,\Delta\theta$ to first order, about 12% for $5^\circ$. The long axis of a circular loop is unaffected. Using $\sigma$ for the count assumes in either case that the loop lies on a {111} plane and opens the crystal by $b$, as a Frank loop does.

All of this treats the image as a geometric projection of the rim. In an electron micrograph formed with a reflection $\mathbf g$, a loop with $\mathbf g\cdot\mathbf b=0$ loses its main contrast. For $\mathbf g\propto(2,2,0)$ this happens for $\mathbf b=(a/3)(1,-1,1)$ and $(a/3)(-1,1,1)$, two of the four Frank orientations, so half of the orientations appear faint. They do not vanish, because the loop also displaces atoms in its own plane and this leaves a weaker residual contrast at the rim; where that is overlooked, up to half of the loops may be missed. For $\mathbf g\propto(4,0,0)$ all four have $\mathbf g\cdot\mathbf b\neq0$.

**Error of the radius.** Because $r$ is squared, a small relative error in it is about doubled in $N$. If the radius is uncertain by 0.5 nm, the count lies between 4440 and 5424, which is about 10% to either side of 4919.

Even a perfect image would leave some doubt about where the extra sheets end, since the atoms at the rim need not occupy bulk positions. A reasonable scale for this doubt is half the atomic spacing in the plane, $\delta=0.192$ nm. To first order it changes the count by

$$
2\pi r\sigma\,\delta\approx189\ \text{atoms},\qquad
\frac{2\delta}{r}=3.8\%.
$$

This is an estimate of scale and not a bound. The relative effect grows as $1/r$. At $r=1$ nm it would be about 38%, and the picture of a disc with a well-defined radius loses its use.

**Unequal loops.** Let $\bar r$ be the mean radius and $v$ the standard deviation divided by $\bar r$. The variance is $\langle r^2\rangle-\bar r^2=v^2\bar r^2$, so the mean content is

$$
\langle N\rangle=\pi\sigma\langle r^2\rangle=\pi\sigma\bar r^2(1+v^2).
$$

The shape of the distribution does not enter beyond its mean and variance. For $\bar r=10$ nm and $v=0.30$, the mean content is $4919\times1.09\approx5362$. At fixed $n$, the stored dose rises by the same 9%. If the quoted radius is already the root-mean-square value, this correction must not be applied again.

**Temperature.** If the radius refers to the hot crystal, the lattice constant must do so too. With a rough mean expansion coefficient of $4\times10^{-6}$ per kelvin, heating from 295 to 1173 K changes $\sigma\propto a^{-2}$ at fixed $r$ by $-0.70\%$, and the count becomes 4885. A loop measured after cooling needs no such correction, because the room-temperature radius belongs with the room-temperature lattice constant.

## Other shapes and perfect loops

The circle entered through its area alone. For a flat Frank loop of any shape, $N=\sigma S$ as long as the loop is much wider than the atomic spacing. If a regular hexagon with corner-to-corner width $2r$ is mistaken for a circle of that diameter, the true count is smaller by the factor

$$
\frac{(3\sqrt3/2)\,r^2}{\pi r^2}=\frac{3\sqrt3}{2\pi}\approx0.83 .
$$

The fault can also be removed by sideways displacements. If the inserted pair moves from B to A, and the upper half moves so that it begins with B, the sequence becomes ABC A BCA, which is that of the perfect crystal. The upper half is then displaced sideways from the lower one, so the Burgers vector is no longer normal to the loop. Only the component of the Burgers vector along the loop normal opens the crystal, so the general form of the volume argument is

$$
N=\frac{S\,|\mathbf b\cdot\mathbf n|}{\Omega}.
$$

For a perfect loop with $\mathbf b=(a/2)(1,1,0)$ that still lies on the (111) plane,

$$
\mathbf b\cdot\mathbf n=\frac a2\,\frac{1+1+0}{\sqrt3}=\frac{a}{\sqrt3}=b .
$$

The count per area is unchanged, as it must be, because a sideways displacement brings in no atoms. If the perfect loop lies instead on the (110) plane, $\mathbf b$ is parallel to its normal and the opening is $a/\sqrt2$. Each unit of area then holds $\sqrt{3/2}\approx1.22$ times as many atoms. Using the Frank value for such a loop would underestimate its content by about 18%.

## The model beside a real wafer

A radius of 10 nm and a density of order $10^{10}$ cm$^{-2}$ are rough but reasonable values for end-of-range loops, which form below the former amorphous layer after an amorphizing implant and an anneal. Real populations have a spread of sizes and can contain perfect loops beside the faulted ones. For the numbers used here, a relative spread of 0.3 raises the dose by 9%, and a radius error of 0.5 nm common to all loops moves it by about 10%. The loop density has its own counting error, which passes to the dose in direct proportion at a fixed root-mean-square radius. If mainly the smallest loops are missed, the dose falls by less than $n$ does, because each loop contributes in proportion to $r^2$. The figure of $9.8\times10^{13}$ cm$^{-2}$ should therefore be read as about $1\times10^{14}$ cm$^{-2}$, provided that loops of all orientations have been counted. It covers the interstitials held in loops, and leaves out those in other defects, such as small clusters and rod-like {311} defects, or still diffusing. The values behind these estimates are listed in the numerical output below.

## Table of computed values

```
lattice constant a: 0.54310 nm
in-plane atomic spacing: 0.3840 nm
Burgers vector length b: 0.3136 nm
bond length: 0.2352 nm
volume per atom: 0.020024 nm^3
single-plane density: 7.8295e+14 cm^-2
double-layer density: 1.5659e+15 cm^-2
double-layer density: 15.659 nm^-2
loop radius: 10.0 nm
loop area: 314.16 nm^2
interstitials in loop, from a: 4919.4
interstitials, from rounded 1.57e15 cm^-2: 4932.3
wrong count from a single plane: 2459.7
lattice count, mean over 600 centres: 4919.2
lattice count, standard deviation: 4.7
lattice count, range: 4904 to 4930
one-plane insertions tried: 72, valid: 0
two-plane insertions tried: 144, valid: 1
opening of the valid insertion: 0.3136 nm
atoms to grow from 10 to 11 nm: 1033
lattice count of that growth: 1033
assumed loop density (rough): 2.0e+10 cm^-2
stored interstitial dose: 9.839e+13 cm^-2
rim shift of half a spacing: 0.192 nm
rim uncertainty: 189 atoms, 3.8 %
assumed radius error: 0.5 nm
content at lower and upper radius: 4440, 5424
assumed relative size spread: 0.30
mean content with that spread: 5362
loop tilt on a (001) wafer: 54.74 degrees
projected area / true area: 0.5774
content wrongly read from projected area: 2840
long axis in plan view: 20.00 nm
assumed expansion coefficient (rough): 4.0e-06 per K
room and anneal temperature: 295 K, 1173 K
content if r is the radius at anneal: 4885
thermal change of content: -0.70 %
```
